\section*{Matrix structure of time-even and time-odd operators in Kramers pairs}

\section{Result}

Let $K$ be the time-reversal operator of one electron, and let a basis consist of $n$ functions $\phi_p$ followed by their Kramers partners $\bar\phi_p=K\phi_p$. Let $O$ be a linear operator of definite time parity $t$,
\begin{equation}
KOK^{-1}=tO,\qquad t=\begin{cases}+1&\text{time-even}\\-1&\text{time-odd,}\end{cases}
\label{parity}
\end{equation}
and define the $n\times n$ blocks
\begin{equation}
A_{pq}=\langle\phi_p|O|\phi_q\rangle,\qquad B_{pq}=\langle\phi_p|O|\bar\phi_q\rangle .
\end{equation}
If $O$ is Hermitian, its matrix is
\begin{align}
t=+1:&\quad \begin{pmatrix}A&B\\-B^*&A^*\end{pmatrix},\qquad B^T=-B, \label{even}\\
t=-1:&\quad \begin{pmatrix}A&B\\B^*&-A^*\end{pmatrix},\qquad B^T=B, \label{odd}
\end{align}
with $A=A^\dagger$ in both cases. The star denotes complex conjugation of each element, without transposition.

\section{Start: one spin}

For a single spin-$\tfrac12$ take $K=-i\sigma_yK_0$, where $K_0$ is complex conjugation. Since
\begin{equation}
-i\sigma_y=\begin{pmatrix}0&-1\\1&0\end{pmatrix},
\end{equation}
the spin-up state $(1,0)^T$ goes to $(0,1)^T$, and spin-down goes to minus spin-up. The basis (up, down) is therefore one Kramers pair, and $K^2=-1$.

For a matrix $O$, moving $K_0$ through it gives $O^*$, so
\begin{equation}
KOK^{-1}=(-i\sigma_y)\,O^*\,(i\sigma_y)=\sigma_yO^*\sigma_y .
\end{equation}
The matrices $\sigma_x$ and $\sigma_z$ are real and anticommute with $\sigma_y$, so each changes sign. For the third, $\sigma_y^*=-\sigma_y$ and $\sigma_y(-\sigma_y)\sigma_y=-\sigma_y$. Hence
\begin{equation}
K\sigma_kK^{-1}=-\sigma_k,\qquad k=x,y,z.
\label{sigmaodd}
\end{equation}

Every Hermitian $2\times2$ matrix is $a_0+\mathbf a\cdot\boldsymbol\sigma$ with real coefficients. Its even part is $a_0$ times the unit matrix: $A=a_0$, $B=0$. Its odd part is
\begin{equation}
\mathbf a\cdot\boldsymbol\sigma=\begin{pmatrix}a_z&a_x-ia_y\\a_x+ia_y&-a_z\end{pmatrix},
\end{equation}
so $A=a_z$, $B=a_x-ia_y$, and the lower row is $(B^*,-A^*)$. Both patterns are present. A $1\times1$ antisymmetric block must vanish, while a symmetric one need not. Physically, a Hermitian time-even perturbation cannot split a single Kramers pair, whereas a magnetic one can.

\section{Generalization to $n$ pairs}

Two properties of $K$ are needed. It is antiunitary,
\begin{equation}
K(a\psi+b\chi)=a^*K\psi+b^*K\chi,\qquad \langle K\psi|K\chi\rangle=\langle\psi|\chi\rangle^*,
\label{anti}
\end{equation}
and $K^2=-1$, so that
\begin{equation}
K\bar\phi_q=K^2\phi_q=-\phi_q .
\label{minus}
\end{equation}
Partners are orthogonal. Applying \eqref{anti} to $\phi$ and $K\phi$ gives
\begin{equation}
\langle\phi|K\phi\rangle^*=\langle K\phi|K^2\phi\rangle=-\langle K\phi|\phi\rangle=-\langle\phi|K\phi\rangle^*,
\end{equation}
so $\langle\phi|K\phi\rangle=0$. Different pairs need not be orthogonal for what follows. The functions $\phi_p$ must lie in the domain of $O$; by \eqref{parity}, their partners then do too.

Multiplying \eqref{parity} by $K$ from the right gives $KO=tOK$, and since $t^2=1$,
\begin{equation}
OK=tKO .
\label{move}
\end{equation}

For the lower right block, move $O$ through $K$ and then use antiunitarity:
\begin{align}
\langle\bar\phi_p|O|\bar\phi_q\rangle
&=\langle K\phi_p|OK\phi_q\rangle
=t\,\langle K\phi_p|K\,O\phi_q\rangle\nonumber\\
&=t\,\langle\phi_p|O\phi_q\rangle^*=tA_{pq}^* .
\label{D}
\end{align}

For the lower left block, the ket has no $K$ in front of it. Equation \eqref{minus} supplies one, $\phi_q=-K\bar\phi_q$, at the price of a sign:
\begin{align}
\langle\bar\phi_p|O|\phi_q\rangle
&=-\langle K\phi_p|OK\bar\phi_q\rangle
=-t\,\langle K\phi_p|K\,O\bar\phi_q\rangle\nonumber\\
&=-t\,\langle\phi_p|O\bar\phi_q\rangle^*=-tB_{pq}^* .
\label{C}
\end{align}
The relative minus sign between \eqref{D} and \eqref{C} comes from $K^2=-1$. Up to here Hermiticity has not been used.

If $O$ is Hermitian, then $A_{pq}=A_{qp}^*$, and the lower left block has a second expression,
\begin{equation}
\langle\bar\phi_p|O|\phi_q\rangle=\langle\phi_q|O|\bar\phi_p\rangle^*=B_{qp}^* .
\end{equation}
Equating this to \eqref{C} and taking the complex conjugate gives
\begin{equation}
B_{qp}=-tB_{pq},\qquad\text{that is}\qquad B^T=-tB .
\label{Bsym}
\end{equation}
With $t=\pm1$ inserted, \eqref{D}, \eqref{C} and \eqref{Bsym} are the patterns \eqref{even} and \eqref{odd}.

\subsection*{Limit: no spin dependence}

Let $\phi_p=f_p(\mathbf r)$ times spin-up, with $f_p$ real. The partner is the same $f_p$ times spin-down. A spin-free operator does not connect opposite spins, so $B=0$, and its two diagonal blocks are equal. The patterns then require $A=tA^*$. An even operator has a real $A$, as for a potential, and an odd one has an imaginary $A$, as for $L_z=-i(x\partial_y-y\partial_x)$. Both agree with direct inspection of the integrals.

\subsection*{Count of parameters}

Any Hermitian $O$ splits into
\begin{equation}
O=O_++O_-,\qquad O_\pm=\tfrac12\left(O\pm KOK^{-1}\right).
\end{equation}
Because $K^2=-1$ gives $K^2OK^{-2}=O$, these parts satisfy $KO_\pm K^{-1}=\pm O_\pm$. The two patterns together must therefore hold all $(2n)^2=4n^2$ real parameters of a Hermitian $2n\times2n$ matrix. The block $A$ has $n^2$ real parameters. A complex antisymmetric $B$ has $n(n-1)$, and a complex symmetric one has $n(n+1)$. The sum is
\begin{equation}
\left[n^2+n(n-1)\right]+\left[n^2+n(n+1)\right]=4n^2 ,
\end{equation}
as required. For $n=1$ the brackets are 1 and 3, matching $a_0$ and $\mathbf a$.

\section{Where the result fails}

\emph{Without Hermiticity.} The operator $i\mathbf b\cdot\boldsymbol\sigma$, with real $\mathbf b$, is time-even because both $i$ and $\boldsymbol\sigma$ change sign under $K$. For one spin its upper right element is $B=i(b_x-ib_y)$, which need not vanish. The block relations \eqref{D} and \eqref{C} survive, but the antisymmetry of $B$ is lost.

\emph{With partners of arbitrary phase.} If $\bar\phi_q$ is replaced by $e^{i\theta_q}K\phi_q$, then $B_{pq}$ becomes $e^{i\theta_q}B_{pq}$. Unequal phases spoil the symmetry of a nonzero off-diagonal pair $B_{pq},B_{qp}$. A phase common to all partners is harmless, because $e^{i\theta}K$ is also antiunitary, has square $-1$ and gives $O$ the same parity. Apart from such a common phase, the second half of the basis should be $K$ applied to the first half, phases included.

\emph{With an even number of electrons.} For $N$ electrons $K$ acts on each one, so $K^2=(-1)^N$. The derivation carries over to odd $N$. For even $N$, $K^2=+1$ removes the minus sign in \eqref{minus}. The lower left block becomes $tB^*$, Hermiticity gives $B^T=tB$, and the orthogonality proof no longer applies.

\section{Four-component operators}

For Dirac spinors let $\Sigma_k=\mathrm{diag}(\sigma_k,\sigma_k)$ and
\begin{equation}
K=-i\Sigma_yK_0,\quad
\alpha_k=\begin{pmatrix}0&\sigma_k\\\sigma_k&0\end{pmatrix},\quad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.
\end{equation}
The matrix $-i\Sigma_y$ is real, so $K^2=(-i\Sigma_y)^2=-1$. Applying \eqref{sigmaodd} inside each block gives $K\alpha_kK^{-1}=-\alpha_k$. The matrix $\beta$ is real and commutes with $\Sigma_y$, so it is even. The momentum $\mathbf p=-i\nabla$ changes sign through its factor $i$. In atomic units, with electron charge $-1$, consider
\begin{equation}
H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2-\frac Zr+\mathbf F\cdot\mathbf r+c\,\boldsymbol\alpha\cdot\mathbf A .
\end{equation}
In the first term two sign changes cancel, and the next three terms are real and contain no odd matrix. These four terms are even. In the last term $\boldsymbol\alpha$ changes sign but the real function $\mathbf A(\mathbf r)$ does not, so the magnetic coupling is odd. This holds because $\mathbf A$ is a fixed external field. Reversing the currents that produce it would also reverse $\mathbf A$ and restore the symmetry.

\section{What the blocks imply for spectra}

Let the basis be orthonormal, and let $(x,y)$ be an eigenvector of a Hermitian matrix of either pattern, with real eigenvalue $\lambda$:
\begin{equation}
Ax+By=\lambda x,\qquad -tB^*x+tA^*y=\lambda y .
\label{eig}
\end{equation}
By \eqref{anti} and \eqref{minus}, the time-reversed vector is $(-y^*,x^*)$. Conjugating the second equation in \eqref{eig} and multiplying by $-t$, then conjugating the first and multiplying by $t$, gives
\begin{align}
A(-y^*)+Bx^*&=t\lambda(-y^*),\\
-tB^*(-y^*)+tA^*x^*&=t\lambda x^* .
\end{align}
So $(-y^*,x^*)$ is an eigenvector with eigenvalue $t\lambda$, and it is orthogonal to $(x,y)$. Even matrices have degenerate pairs, and odd matrices have pairs $\pm\lambda$. This holds in a truncated basis as well, provided that it contains both members of each pair.

\section{Test on hydrogen}

Take $Z=1$ with a fixed point nucleus, subtract the rest energy, and use three Kramers pairs built from exact Dirac spinors: $\phi_1=1s_{1/2}$ with $m=\tfrac12$, and $\phi_2,\phi_3=2p_{3/2}$ with $m=\tfrac12,\tfrac32$. Their energies are $-13.605874$ eV for $1s_{1/2}$ and $-3.401435$ eV for $2p_{3/2}$. Omitting $2s_{1/2}$ and $2p_{1/2}$ makes this an illustration of structure, not a prediction of the Stark or Zeeman effect.

\subsection*{Electric field: even}

Let the electric field $\mathbf F$ point along $\mathbf n=(1,2,2)/3$, with $eF=1$ eV/angstrom. The potential energy $e\mathbf F\cdot\mathbf r$ pushes the electron along $-\mathbf n$; the direction printed by the program is that of $\mathbf F$. For a field along $z$, the coupling of $\phi_1$ to $\phi_2$ is $v=0.321859$ eV. Other directions follow from the angular parts. The upper two components of the spinors have the angular forms
\begin{equation}
\phi_1:\ (Y_{00},0),\qquad \phi_2:\ \left(\sqrt{\tfrac23}\,Y_{10},\sqrt{\tfrac13}\,Y_{11}\right),
\end{equation}
so those of $K\phi_2$ are $(-\sqrt{1/3}\,Y_{11}^*,\sqrt{2/3}\,Y_{10})$. With $Y_{10}=\sqrt{3/4\pi}\,z/r$ and $Y_{11}=-\sqrt{3/8\pi}\,(x+iy)/r$, the first component of $\phi_2$ is $\sqrt{1/2\pi}\,z/r$, and that of $K\phi_2$ is $\sqrt{1/8\pi}\,(x-iy)/r$, which has half the prefactor. The angular integral of $(\mathbf n\cdot\mathbf r)\,r_i$ is proportional to $n_i$, hence
\begin{align}
A_{12}&=v\,n_z=\tfrac23(0.321859)=0.214573\ \text{eV},\\
B_{12}&=\tfrac12v(n_x-in_y)=0.053643-0.107286\,i\ \text{eV}.
\end{align}
The lower components follow the same ratios, because $\mathbf r$ is a vector operator between states of fixed $j$ (the Wigner--Eckart theorem). The quadrature gives these values, and it gives $B_{21}=-0.053643+0.107286\,i$ eV $=-B_{12}$. The diagonal of $B$ vanishes.

For the spectrum, quantize along the field. Then $\mathbf F\cdot\mathbf r$ conserves $m$ and connects states of opposite parity, so each $1s_{1/2}$ state couples to the $2p_{3/2}$ state of equal $m$ with strength $v$, and $m=\pm\tfrac32$ is untouched. With the gap $\Delta=13.605874-3.401435=10.204439$ eV, the coupled levels move apart, each by
\begin{equation}
\sqrt{\frac{\Delta^2}{4}+v^2}-\frac\Delta2=0.010142\ \text{eV}.
\end{equation}
This gives $-13.616016$, $-3.401435$ and $-3.391293$ eV. The diagonalization finds the same three values, each twice. The field shifts the coupled levels but leaves every pair degenerate. The digits belong to this six-spinor model, not to the atom. The field is $10^{10}$ V/m, or $F=0.0194$ atomic units, and it lowers the top of the Coulomb barrier to $-2\sqrt F=-7.6$ eV, below the $n=2$ level, so the $n=2$ states would not stay bound. Adding $2s_{1/2}$ and $2p_{1/2}$ moves two of the $n=2$ levels by about $\pm1.6$ eV, and in a large nonrelativistic basis the $1s$ shift is $0.0234$ eV instead of $0.0101$ eV. The pairing survives in any larger basis that contains both members of each pair.

\subsection*{Magnetic field: odd}

Let $\mu_BB=0.01$ eV along $\mathbf b=(2,-1,2)/3$, with $\mathbf A=\tfrac12\mathbf B\times\mathbf r$. Parity separates $1s$ from $2p$, so the $1s$ pair forms a $2\times2$ problem with
\begin{equation}
A_{11}=0.006667\ \text{eV},\qquad B_{11}=0.006667+0.003333\,i\ \text{eV}.
\end{equation}
Now the diagonal of $B$ is nonzero. The lower right element is $-0.006667$ eV, and the eigenvalues are
\begin{equation}
\pm\sqrt{A_{11}^2+|B_{11}|^2}=\pm0.0100\ \text{eV}.
\end{equation}
The full magnetic matrix has eigenvalues $\pm0.006667$, $\pm0.010000$ and $\pm0.020000$ eV, the $\pm\lambda$ pairs expected of an odd operator. This field is about 173 T, and $\mu_BB$ is some 200 times the $2p$ fine-structure splitting of $4.5\times10^{-5}$ eV. The value $\pm0.006667$ eV therefore reflects the omission of $2p_{1/2}$; with it included, the $2p$ shifts lie near $\pm0.02$, $\pm0.01$, $0$ and $0$ eV.

\subsection*{Both fields}

The sum of an even and an odd operator has neither pattern. The lowest pair, degenerate at $-13.6160$ eV in the electric field alone, splits into $-13.6260$ and $-13.6060$ eV, a separation of $0.0200$ eV or $7.35\times10^{-4}$ hartree. The four upper levels also become distinct, at $-3.4168$, $-3.4036$, $-3.3909$ and $-3.3742$ eV. The magnetic terms are comparable to or larger than the $0.010$ eV gap between the two upper pairs, so these levels mix both pairs and cannot be assigned to one or the other.

\subsection*{A less special basis}

The spinors above have definite $m$ and parity, which makes many elements vanish. The numerical check therefore also mixes all six spinors with random complex coefficients into three new functions and applies $K$ to them. In this non-orthogonal basis the full even operator, the magnetic operator and the overlap matrix (the matrix of the even unit operator) keep their patterns to within numerical error. For the non-Hermitian even operator $\mathbf F\cdot\mathbf r+i\mathbf b\cdot\boldsymbol\Sigma$, in the original basis, the block relations hold, but the largest element of $|B+B^T|$ is $1.49$ in atomic units. The one-spin formula gives $2\sqrt{b_x^2+b_y^2}=2\sqrt5/3=1.49$ for the spin term, in agreement.

\section*{Computed results}
\begin{verbatim}
nuclear charge Z = 1
electric force eF = 1.000 eV/angstrom, along (1,2,2)/3
magnetic strength muB*B = 0.010 eV, along (2,-1,2)/3
pair order: 1s1/2 m=1/2; 2p3/2 m=1/2; 2p3/2 m=3/2
Dirac energy 1s1/2 = -13.605874 eV
Dirac energy 2p3/2 = -3.401435 eV
electric operator, upper left A (eV):
  +0.000000+0.000000i  +0.214573+0.000000i  -0.092913-0.185825i
  +0.214573+0.000000i  +0.000000+0.000000i  +0.000000+0.000000i
  -0.092913+0.185825i  +0.000000+0.000000i  +0.000000+0.000000i
electric operator, upper right B (eV):
  +0.000000+0.000000i  +0.053643-0.107286i  +0.000000+0.000000i
  -0.053643+0.107286i  +0.000000+0.000000i  +0.000000+0.000000i
  +0.000000+0.000000i  +0.000000+0.000000i  +0.000000+0.000000i
electric operator, lower left (eV):
  +0.000000+0.000000i  -0.053643-0.107286i  +0.000000+0.000000i
  +0.053643+0.107286i  +0.000000+0.000000i  +0.000000+0.000000i
  +0.000000+0.000000i  +0.000000+0.000000i  +0.000000+0.000000i
electric operator, lower right (eV):
  +0.000000+0.000000i  +0.214573+0.000000i  -0.092913+0.185825i
  +0.214573+0.000000i  +0.000000+0.000000i  +0.000000+0.000000i
  -0.092913-0.185825i  +0.000000+0.000000i  +0.000000+0.000000i
magnetic operator, upper left A (eV):
  +0.006667+0.000000i  +0.000000+0.000000i  +0.000000+0.000000i
  +0.000000+0.000000i  +0.004444+0.000000i  +0.007698-0.003849i
  +0.000000+0.000000i  +0.007698+0.003849i  +0.013333+0.000000i
magnetic operator, upper right B (eV):
  +0.006667+0.003333i  +0.000000+0.000000i  +0.000000+0.000000i
  +0.000000+0.000000i  +0.008889+0.004444i  +0.000000+0.000000i
  +0.000000+0.000000i  +0.000000+0.000000i  +0.000000+0.000000i
magnetic operator, lower left (eV):
  +0.006667-0.003333i  +0.000000+0.000000i  +0.000000+0.000000i
  +0.000000+0.000000i  +0.008889-0.004444i  +0.000000+0.000000i
  +0.000000+0.000000i  +0.000000+0.000000i  +0.000000+0.000000i
magnetic operator, lower right (eV):
  -0.006667+0.000000i  +0.000000+0.000000i  +0.000000+0.000000i
  +0.000000+0.000000i  -0.004444+0.000000i  -0.007698-0.003849i
  +0.000000+0.000000i  -0.007698+0.003849i  -0.013333+0.000000i
1s-2p3/2 coupling, field along z = 0.321859 eV
levels, Dirac + electric (eV): -13.616016 -13.616016 -3.401435 -3.401435 -3.391293 -3.391293
eigenvalues, magnetic alone (eV): -0.020000 -0.010000 -0.006667 0.006667 0.010000 0.020000
levels, both fields (eV): -13.626018 -13.606014 -3.416771 -3.403618 -3.390887 -3.374180
lowest pair splitting, both fields = 0.020004 eV = 7.3512e-04 hartree
1s g factor from magnetic block = 1.9999645
largest violation, mixed basis, even = 6.3e-13 eV
largest violation, mixed basis, odd = 2.8e-15 eV
non-Hermitian even case, max |B + B^T| = 1.4907 (a.u.)
\end{verbatim}
